\section*{Square-Root Temperature Law for the kT Layer at a Parabolic Barrier}

\section{Result and definitions}

Electrons entering a short transistor channel from the source must pass a maximum of their potential energy. Let $s$ be the distance from that maximum towards the drain, and let
\begin{equation}
\Delta U(s)=U(0)-U(s)
\end{equation}
be the drop in potential energy. The thermal layer, or $kT$ layer, has length $l$ defined by
\begin{equation}
\Delta U(l)=kT ,
\label{def}
\end{equation}
where $k$ is Boltzmann's constant and $T$ the temperature. If the barrier top is a parabola whose downward curvature $K=-U''(0)>0$ does not depend on temperature, then
\begin{equation}
l=\sqrt{\frac{2kT}{K}}\;\propto\;T^{1/2}.
\label{main}
\end{equation}
The linear law $l=kT/F$ holds for a constant force $F$. Such a force is absent at a smooth maximum, where the force is zero.

Energies are in meV, lengths in nm and temperatures in K. The force is $F(s)=d\Delta U/ds$, positive when it pushes electrons towards the drain. Since $U$ is an electron energy, a force of 1 meV/nm corresponds to a field of magnitude 0.01 MV/cm.

\section{Derivation}

Expand the potential energy about its maximum:
\begin{equation}
U(s)=U(0)+U'(0)\,s+\tfrac12U''(0)\,s^2+\dots
\end{equation}
At a smooth maximum $U'(0)=0$, so the linear term is missing. For a parabola the series ends with the quadratic term. With $U''(0)=-K$,
\begin{equation}
\Delta U(s)=\tfrac12Ks^2,\qquad F(s)=Ks .
\end{equation}
Setting the drop equal to $kT$ at $s=l$ gives $Kl^2/2=kT$, hence $l^2=2kT/K$. The positive root is (\ref{main}), because $s$ is measured downstream. With $K$ held fixed, doubling $T$ multiplies $l$ by $\sqrt2$, not by 2.

The length has a direct thermal meaning. Consider carriers at $s$ moving back towards the source with an equilibrium, non-degenerate flux. Their longitudinal kinetic energy $E$ is distributed as $e^{-E/kT}dE/kT$. Without further scattering, a classical carrier regains the top if $E>\Delta U(s)$, so the returning fraction is
\begin{equation}
\int_{\Delta U}^{\infty}e^{-E/kT}\frac{dE}{kT}=e^{-\Delta U(s)/kT}.
\label{fraction}
\end{equation}
At $s=l$ this fraction is $e^{-1}$, about 37\%. The layer is therefore a scale, not a sharp boundary beyond which return is impossible.

\section{Why the exponent is one half}

The exponent can be read from the forces. For any drop that increases with $s$, differentiate (\ref{def}) with respect to $T$, holding the potential fixed:
\begin{equation}
F(l)\frac{dl}{dT}=k .
\end{equation}
Multiplying by $T/[l\,F(l)]$ gives
\begin{equation}
\frac{d\ln l}{d\ln T}=\frac{kT}{l\,F(l)}
=\frac{kT/l}{F(l)} .
\label{slope}
\end{equation}
The numerator $kT/l$ is the mean force in the layer, since the force integrated over $l$ is $kT$. The exponent is thus the mean force divided by the force at the end of the layer. For a constant force the two are equal and the exponent is 1. For a parabola the force grows linearly from zero, its mean is half its final value, and the exponent is $1/2$. A hotter carrier population has a longer layer, but the added part of that layer is steeper, so $l$ grows more slowly than $T$.

More generally, $\Delta U=Cs^p$ with constant $C>0$ and $p>0$ gives $l=(kT/C)^{1/p}$. A top with zero curvature and a leading quartic drop would give $T^{1/4}$. The condition $K>0$ is therefore needed.

\section{Where a linear law can appear}

Adding a uniform downstream force $f>0$ to the parabola does not make the layer linear in $T$. Completing the square,
\begin{equation}
-\tfrac12Ks^2-fs
=-\tfrac12K\left(s+\frac fK\right)^2+\frac{f^2}{2K}.
\end{equation}
The maximum moves upstream by $f/K$ and rises by $f^2/(2K)$, but its curvature remains $K$. Measured from the new top, $l$ is unchanged.

Suppose instead that the distance is measured from the old point $s=0$, which is now on the slope. Call it $b$. Then
\begin{equation}
\tfrac12Kb^2+fb=kT,\qquad
b=\frac{-f+\sqrt{f^2+2KkT}}{K},
\end{equation}
where the positive root has been chosen. If $kT\ll f^2/(2K)$, expansion of the root gives
\begin{equation}
b\simeq\frac{-f+f\left(1+KkT/f^2\right)}{K}=\frac{kT}{f},
\end{equation}
which is linear. If $kT\gg f^2/(2K)$, $b$ approaches $\sqrt{2kT/K}$. The linear law thus describes a start on a slope and a thermal energy too small to sample the change of slope.

\section{A smooth top that is not a parabola}

Let the next term in the drop be cubic:
\begin{equation}
\Delta U(s)=\tfrac12Ks^2+gs^3 .
\end{equation}
Write $l_0=\sqrt{2kT/K}$ and $l=l_0(1+\delta)$ with $|\delta|\ll1$. To first order,
\begin{equation}
\tfrac12Kl_0^2(1+2\delta)+gl_0^3=kT .
\end{equation}
The term $Kl_0^2/2$ cancels $kT$, leaving $Kl_0^2\delta=-gl_0^3$. Hence
\begin{equation}
l\simeq l_0\left(1-\frac{gl_0}{K}\right),\qquad
\frac{d\ln l}{d\ln T}\simeq\frac12-\frac{gl_0}{2K}.
\end{equation}
The second result follows because $l_0$ itself varies as $T^{1/2}$. A drop that steepens faster than the parabola, $g>0$, shortens the layer and lowers the exponent; $g<0$ does the reverse. The expansion requires $|g|l_0/K\ll1$. Since $l_0\to0$ as $T\to0$, the square-root law is the low-temperature limit of the classical length at this top.

\section{A finite gated channel}

A simple electrostatic model shows how far a channel barrier departs from its parabola. Let $U_L$ be the electron energy that the gate would impose in a very long channel. In a thin gated body, take the electric flux lost to the gate per unit length to be proportional to $U-U_L$. Balancing it against the change in longitudinal flux, with mobile charge neglected, gives
\begin{equation}
\lambda^2U''=U-U_L ,
\end{equation}
which defines the decay length $\lambda$. With the depth $d=U_L-U$, this becomes $\lambda^2d''=d$.

At the barrier top $d'=0$. The solution about that point is therefore
\begin{equation}
d(s)=d_0\cosh(s/\lambda).
\end{equation}
Since $U=U_L-d$, the downward curvature is $K=d''(0)=d_0/\lambda^2$. Thus $d_0=K\lambda^2$ and
\begin{equation}
\Delta U(s)=d(s)-d_0=K\lambda^2\left[\cosh(s/\lambda)-1\right].
\end{equation}
The top is symmetric even when the source and drain energies differ. The bias displaces the top along the channel and changes $K$, but in this model it introduces no cubic term.

Let $\epsilon=kT/(K\lambda^2)$ and $u=l/\lambda$. The layer condition is $\cosh u-1=\epsilon$, so
\begin{equation}
l=\lambda\,\operatorname{arccosh}(1+\epsilon).
\label{arc}
\end{equation}
For small $\epsilon$, expand the hyperbolic cosine:
\begin{equation}
\frac{u^2}{2}+\frac{u^4}{24}\simeq\epsilon .
\end{equation}
In the small quartic term insert the leading value $u^2=2\epsilon$. Then $u^2\simeq2\epsilon-\epsilon^2/3$, and
\begin{equation}
l\simeq l_0\left(1-\frac{\epsilon}{12}\right),\qquad
\frac{d\ln l}{d\ln T}\simeq\frac12-\frac{\epsilon}{12}
\end{equation}
at fixed $K$ and $\lambda$. The force grows faster than linearly, which lowers the exponent.

The curvature follows from the channel ends. Let $x$ run from the source at 0 to the drain at $L$, with depths $d(0)=A$ and $d(L)=B$. Write $c=\cosh(L/\lambda)$, $h=\sinh(L/\lambda)$ and
\begin{equation}
d(x)=A\cosh(x/\lambda)+S\sinh(x/\lambda),\qquad
S=\frac{B-Ac}{h}.
\end{equation}
The combination $d^2-\lambda^2d'^2$ is independent of $x$, because its derivative is $2d'(d-\lambda^2d'')=0$. At the source it equals $A^2-S^2$; at the top it equals $d_0^2$. Using $c^2-h^2=1$,
\begin{align}
d_0^2&=\frac{A^2h^2-(B-Ac)^2}{h^2}
=\frac{2ABc-A^2-B^2}{h^2},\\
K&=\frac{\sqrt{2ABc-A^2-B^2}}{\lambda^2h}.
\label{curvature}
\end{align}
The top lies inside the channel when $d'(0)<0<d'(L)$, that is, when $B<Ac$ and $A<Bc$. The calculated layer must also end before the drain.

\section{The same law in a diffusive current}

The definition (\ref{def}) uses a threshold of one $kT$. A weighted width, free of that threshold, gives the same power. Consider steady one-dimensional drift-diffusion with constant diffusion coefficient $D$, non-degenerate carriers and the Einstein relation. The downstream particle flux is
\begin{equation}
J=-D\left(\frac{dn}{ds}-\frac{F}{kT}n\right).
\end{equation}
Multiply by $e^{-\Delta U/kT}$. Since $d\Delta U/ds=F$,
\begin{equation}
\frac{d}{ds}\left(n\,e^{-\Delta U/kT}\right)
=-\frac JD e^{-\Delta U/kT}.
\end{equation}
Integrate from the top to a distant absorber where $n=0$:
\begin{equation}
J=\frac{D\,n(0)}{W},\qquad
W=\int_0^\infty e^{-\Delta U(s)/kT}ds .
\end{equation}
The integrand is the returning fraction (\ref{fraction}). For the parabola $\Delta U/kT=s^2/l^2$, so
\begin{equation}
W=\int_0^\infty e^{-s^2/l^2}ds=\frac{\sqrt\pi}{2}\,l .
\end{equation}
For a constant force, $W=kT/F=l$. The numerical factor depends on the shape, but $W$ and $l$ share the same temperature power in each case. This calculation gives the diffusive limit; it does not imply that a channel of a few tens of nanometres is diffusive.

\section{Worked example}

Take $K=4$ meV/nm$^2$, $\lambda=5$ nm, $A=350$ meV and $B=950$ meV. The difference $B-A$ represents a drain bias of 0.6 V. These values require $L=24.3$ nm and place the top 9.6 nm from the source. The depth at the top is $K\lambda^2=100$ meV, so the barrier stands $350-100=250$ meV above the source band edge.

At 300 K, $kT=25.85$ meV and
\begin{equation}
l=\sqrt{\frac{2(25.85\ \mathrm{meV})}{4\ \mathrm{meV/nm^2}}}
=3.60\ \mathrm{nm}.
\end{equation}
The mean force is $25.85/3.595=7.19$ meV/nm, equivalent to 0.072 MV/cm. The end force is $4\times3.595=14.38$ meV/nm, twice the mean. A constant force equal to this mean gives the same layer at 300 K. Holding that force fixed gives the linear comparison below; the finite-channel column holds $K$ and $\lambda$ fixed.

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & parabola (nm) & constant force (nm) & finite channel (nm)\\
200 & 2.94 & 2.40 & 2.89\\
300 & 3.60 & 3.60 & 3.52\\
400 & 4.15 & 4.79 & 4.04
\end{tabular}
\end{center}

Relative to the parabola, the linear extrapolation is 18\% too short at 200 K and 15\% too long at 400 K. The finite-channel correction is much smaller. At 300 K, $\epsilon=25.85/100=0.259$, and $\epsilon/12$ predicts a shortening of 2.2\%; the full expression (\ref{arc}) gives 2.0\%. Between 200 and 400 K its mean exponent is 0.481. The weighted width of the parabola at 300 K is $W=3.19$ nm.

\section{When the curvature changes}

If $K$ depends on temperature, the logarithm of (\ref{main}) gives
\begin{equation}
\frac{d\ln l}{d\ln T}
=\frac12\left(1-\frac{d\ln K}{d\ln T}\right).
\end{equation}
A linear law for a parabolic top would require $K\propto1/T$. Halving $K$ between 200 and 400 K is far from what the example gives.

To estimate the drift, suppose that the gate fixes $U_L$ relative to the source Fermi level, with $L$, $\lambda$ and the drain bias fixed. For a source doped to $10^{20}$ cm$^{-3}$, fully ionized and with six equivalent parabolic valleys, each having the light mass of the next section along two axes and the heavy mass along the third, the Fermi level lies 70.5 meV above the band edge at 200 K and 57.8 meV above it at 400 K. The source band edge thus rises by 12.7 meV relative to the Fermi level. With equal doping at the drain, both $A$ and $B$ fall by this amount, and (\ref{curvature}) lowers $K$ from 4.04 to 3.94 meV/nm$^2$. The mean exponent of the finite-channel layer becomes 0.498. Its closeness to one half is a near-cancellation within this charge-free model: the channel shape lowers the exponent, while the falling curvature raises it. Mobile charge near the channel ends upsets this balance, as the last section explains.

A temperature-dependent electron affinity can also shift the channel band edge relative to the gate. An assumed further decrease of $A$ and $B$ by 0.1 meV/K, or 20 meV over this interval, raises the exponent to 0.526. This is a sensitivity estimate, not a material prediction.

\section{Tunnelling through the top}

The length $l$ is classical and contains no mass. Quantum motion through the barrier does depend on the mass $m$. Define $\omega=\sqrt{K/m}$ and the length $a=\sqrt{\hbar/(m\omega)}$. Because $K=m\omega^2$,
\begin{equation}
\frac{l^2}{a^2}=\frac{2kT}{m\omega^2}\frac{m\omega}{\hbar}
=\frac{2kT}{\hbar\omega}.
\end{equation}

To find the transmission, measure length in $a$, momentum in $\hbar/a$ and energy from the top in $\hbar\omega$. Then $H=(p^2-y^2)/2$ with $[y,p]=i$. Set $q=(p+y)/\sqrt2$ and $v=(p-y)/\sqrt2$. It follows that $[q,v]=i$ and $H=(qv+vq)/2$. Classically $q$ grows and $v$ decays in time. Hence $v>0$ labels a wave incoming from the left, while $q>0$ and $q<0$ label transmitted and reflected waves.

In the $v$ representation $q=i\,d/dv$ and $H=i(v\,d/dv+1/2)$. An incoming state of reduced energy $\varepsilon=E/(\hbar\omega)$ is $v^{-1/2-i\varepsilon}$ for $v>0$ and zero for $v<0$. Its Fourier transform is
\begin{equation}
\int_0^\infty e^{iqv}v^{-1/2-i\varepsilon}dv
=\Gamma\!\left(\tfrac12-i\varepsilon\right)(-iq)^{-1/2+i\varepsilon},
\end{equation}
with the usual convergence factor at large $v$. For $q>0$ and $q<0$, $-iq=|q|e^{\mp i\pi/2}$, so the amplitudes have magnitudes in the ratio $e^{\pi\varepsilon/2}:e^{-\pi\varepsilon/2}$. The ratio of transmitted to reflected probability is $e^{2\pi\varepsilon}$. Since the probabilities sum to one,
\begin{equation}
P(E)=\frac{1}{1+e^{-2\pi E/\hbar\omega}} .
\end{equation}

The classical Maxwell--Boltzmann current integral, $\int_0^\infty e^{-E/kT}dE/kT$, is 1. With transmission included, the current factor is
\begin{equation}
\Theta=\int_{-\infty}^{\infty}P(E)e^{-E/kT}\frac{dE}{kT}.
\end{equation}
Put $z=\hbar\omega/(2kT)$ and $t=e^{-2\pi E/\hbar\omega}$. Then
\begin{equation}
\Theta=\frac z\pi\int_0^\infty\frac{t^{z/\pi-1}}{1+t}dt
=\frac{z}{\sin z},\qquad 0<z<\pi .
\end{equation}
The last step uses $\int_0^\infty t^{r-1}/(1+t)\,dt=\pi/\sin(\pi r)$ for $0<r<1$.

For a light mass of 0.19 electron masses, $\hbar\omega=40.1$ meV and $a=3.16$ nm, close to the 300 K layer length. For the infinite parabola, tunnelling raises the current by 27\%, 11\% and 6\% at 200, 300 and 400 K, relative to the classical current. The finite barrier of the example gives slightly less, about 25\%, 10\% and 5\%. For the heavy mass, about 0.92, the increases are 5\%, 2\% and 1\%. The light-mass factor diverges at 74 K because an infinite parabola supplies states of unlimited negative energy. A finite barrier does not, so that divergence marks the failure of this estimate.

\section{Reading the example as a silicon device}

The channel length, bias and decay length are intended as rough values for a short silicon n-channel transistor below threshold; the masses and the relative permittivity of about 12 are rough silicon values. The channel ends are idealized: holding them at fixed energies gives fields of 0.67 MV/cm at the source and 1.89 MV/cm at the drain, and the depletion of real contacts, which would change the potential there, is left out. At 300 K the barrier top lies about 185 meV above the source Fermi level, and its occupation is $8\times10^{-4}$, so non-degenerate statistics are adequate there. At the top, the neglected mobile-charge term in Poisson's equation is 0.03 meV/nm$^2$, below 1\% of $K$. At 400 K it is 0.29 meV/nm$^2$, about 7\% of $K$. These local values do not bound the change in curvature, because electrons are far denser near the source, where the same term reaches about 150 meV/nm$^2$. An estimate with electrons in equilibrium with the source upstream of the top, and with the drain downstream, lowers the curvature on the drain side of the top, which sets $l$, by about 4\%, 6\% and 11\% at 200, 300 and 400 K. The mean exponent then rises from 0.498 to about 0.55. This estimate leaves out the electrons that have just crossed the top; counting them as a ballistic half-population gives about 0.54. If contacts doped to $10^{20}$ cm$^{-3}$ are also allowed to deplete, the same estimate lowers this curvature by about ten further percentage points and lengthens the layer by about 6\%, but the exponent stays near 0.55. The square-root law remains a fair guide for this example, but its exponent is not fixed closely: mobile charge alone raises it by about 0.05, and together with the assumed affinity shift of 0.1 meV/K it reaches about 0.59. In a device switched on, mobile charge reshapes the barrier and a fixed $K$ cannot be assumed; the figures here should not be carried into that regime. The numerical output below gives the remaining values.

\section*{Table of computed values}
\begin{verbatim}
Curvature K = 4.00 meV/nm^2; decay length = 5.00 nm
Source, drain depths = 350, 950 meV
Channel length = 24.33 nm
Barrier top from source = 9.62 nm
Barrier height above source band edge = 250.0 meV
T = 200 K: kT = 17.235 meV
  parabolic layer = 2.936 nm
  constant-force layer = 2.397 nm
  finite-channel layer, fixed K = 2.895 nm
  weighted width W, parabola = 2.602 nm
  source Fermi level above band edge = 70.5 meV
  K with Fermi drift = 4.041 meV/nm^2
  tunnelling current factor, light/heavy mass = 1.266 / 1.048
  barrier-top occupation = 2.36e-05
  mobile-charge Poisson term = 5.43e-04 meV/nm^2
T = 300 K: kT = 25.852 meV
  parabolic layer = 3.595 nm
  constant-force layer = 3.595 nm
  finite-channel layer, fixed K = 3.522 nm
  weighted width W, parabola = 3.186 nm
  source Fermi level above band edge = 65.3 meV
  K with Fermi drift = 4.000 meV/nm^2
  tunnelling current factor, light/heavy mass = 1.107 / 1.021
  barrier-top occupation = 7.90e-04
  mobile-charge Poisson term = 3.35e-02 meV/nm^2
T = 400 K: kT = 34.469 meV
  parabolic layer = 4.151 nm
  constant-force layer = 4.794 nm
  finite-channel layer, fixed K = 4.041 nm
  weighted width W, parabola = 3.679 nm
  source Fermi level above band edge = 57.8 meV
  K with Fermi drift = 3.940 meV/nm^2
  tunnelling current factor, light/heavy mass = 1.059 / 1.012
  barrier-top occupation = 4.49e-03
  mobile-charge Poisson term = 2.94e-01 meV/nm^2
Mean force in 300 K layer = 7.191 meV/nm = 0.0719 MV/cm (as field)
End force in 300 K layer = 14.381 meV/nm
Exponent 200-400 K, parabola = 0.5000
Exponent 200-400 K, finite channel = 0.4810
Exponent 200-400 K, with Fermi drift = 0.4984
Assumed affinity shift = 0.10 meV/K
Exponent 200-400 K, both drifts = 0.5258
Masses, light/heavy = 0.190 / 0.916 electron masses
Source doping = 1.0e+20 cm^-3; permittivity = 11.7
hbar*omega, light/heavy = 40.05 / 18.24 meV
Quantum length, light mass = 3.164 nm
Temperature where light-mass factor diverges = 74.0 K
\end{verbatim}
